# Which Energy Do Fermi-Smeared Forces Belong To? A Two-Level Model

**Q:** I am computing the barrier for a vacancy hop in a metal, with Fermi-Dirac smearing of 0.1 eV. The code prints an energy extrapolated to zero smearing, and it prints forces. I take the forces to be the slope of that energy. I relax with the forces, and where I have few points along the path I use the forces as slopes to interpolate the energy. Is anything wrong with that?

**A:** The two outputs have to be checked against each other, and a model with two levels is enough. Let $x$ be the hop coordinate. Two orbitals on neighbouring sites give

$$h(x)=\begin{pmatrix}-d(x)/2 & t\\ t & d(x)/2\end{pmatrix},\qquad \Delta(x)=\sqrt{d^2+4t^2},$$

where $\Delta$ is the gap between the eigenvalues $\varepsilon_1<\varepsilon_2$. All other contributions go into a background energy $V(x)$. The orbitals do not move with $x$, so there are no basis-set (Pulay) forces. With spin degeneracy and smearing width $\sigma$, an energy,

$$f_i=\frac{1}{e^{(\varepsilon_i-\mu)/\sigma}+1},\qquad 2\sum_i f_i=N,\qquad E=2\sum_i f_i\varepsilon_i+V .$$

The chemical potential $\mu$ adjusts to keep $N$ fixed. The dimensionless entropy and the free energy are

$$S=-2\sum_i\left[f_i\ln f_i+(1-f_i)\ln(1-f_i)\right],\qquad F=E-\sigma S .$$

The extrapolated energy is $E_0=(E+F)/2=F+\sigma S/2$. I write $E(0)$ for the energy really obtained at $\sigma=0$, because $E_0$ is an estimate of it.

**Q:** And the force is the Hellmann-Feynman force, the expectation value of $-dh/dx$. Surely that is the slope of an energy.

**A:** Of some energy, yes. The code evaluates

$$\mathcal F=-2\sum_i f_i\langle i|h'|i\rangle-V'=-2\sum_i f_i\varepsilon_i'-V',$$

where a prime means $d/dx$. The second form holds because each $|i\rangle$ is a normalized eigenvector: the terms from its own change add up to $\varepsilon_i\,(\langle i|i\rangle)'=0$. Now differentiate $E$ in full:

$$E'=2\sum_i f_i\varepsilon_i'+V'+2\sum_i\varepsilon_i f_i'=-\mathcal F+2\sum_i\varepsilon_i f_i'.$$

The last term is present because the occupations change as the atom moves. The force does not contain it.

**Q:** Then the force is not the slope of $E$. But $E_0$ was built to remove the effect of smearing, so perhaps it removes that term too.

**A:** That depends on the slope of the entropy. For one level,

$$\frac{d}{df}\left[-f\ln f-(1-f)\ln(1-f)\right]=-\ln f-1+\ln(1-f)+1=\ln\frac{1-f}{f}=\frac{\varepsilon-\mu}{\sigma}.$$

The last equality is the Fermi function solved for its exponent. Therefore

$$\sigma S'=2\sum_i(\varepsilon_i-\mu)f_i'=2\sum_i\varepsilon_i f_i',$$

since fixed $N$ means $\sum_i f_i'=0$, which removes $\mu$. This is the whole of the missing term. Substituting it gives $E'=-\mathcal F+\sigma S'$, and so

$$F'=E'-\sigma S'=-\mathcal F,\qquad E_0'=F'+\tfrac{\sigma}{2}S'=-\mathcal F+\tfrac{\sigma}{2}S'.$$

The force is minus the gradient of the free energy. The extrapolation removes only half of the occupation term from $E'$, while the force leaves out all of it:

$$\mathcal F=-F'=-E_0'+\tfrac{\sigma}{2}S' .$$

Your assumption holds at points where $S'=0$, and fails elsewhere.

**Q:** My calculation is self-consistent. The density responds to the move and changes the levels. Does that spoil the argument?

**A:** Not if self-consistency has been reached. Take a mean-field repulsion $U$ on each site and write the free energy as a functional of the density matrix $\gamma=2\sum_i f_i|i\rangle\langle i|$:

$$F[\gamma;x]=\mathrm{Tr}(\gamma h)+\frac U2\sum_a n_a^2+V-\sigma S[\gamma],\qquad n_a=\gamma_{aa}.$$

The eigenvectors and $f_i$ now come from $h_{\rm eff}=h+\mathrm{diag}(Un_a)$. Under a small change $\delta\gamma$, the first two terms change by $\mathrm{Tr}(h_{\rm eff}\,\delta\gamma)$. The one-level derivative above, in matrix form, gives $\sigma\,\delta S=\mathrm{Tr}[(h_{\rm eff}-\mu)\delta\gamma]$. Subtracting,

$$\delta F=\mu\,\mathrm{Tr}\,\delta\gamma=\mu\,\delta N=0 .$$

$F$ is stationary against changes of both orbitals and occupations. When $x$ moves, the response of $\gamma$ thus drops out to first order and the explicit dependence of $h$ and $V$ remains: $F'=\mathrm{Tr}(\gamma h')+V'=-\mathcal F$. The energies $E$ and $E_0$ are not stationary in this sense, because they contain a different multiple of $S$.

I tested this where $\mu$ has to move: $N=1.3$, $U=0.2$ eV, $\sigma=0.1$ eV and an added background slope of 0.4 eV/nm, at $x=0.06$, 0.09 and 0.11 nm on the path introduced below. The force agreed with finite differences of $-F$ to within $10^{-6}$ eV/nm. With $-E_0$ it disagreed by more than $10^{-4}$ eV/nm at each point.

**Q:** How large can the difference be? I would expect it to vanish as I reduce $\sigma$.

**A:** For $N=2$ it has a closed form. The condition $f_1+f_2=1$ puts $\mu$ midway between the levels. With $y=\Delta/(2\sigma)$,

$$f_1=\frac1{1+e^{-y}},\qquad f_2=1-f_1,\qquad f_1'=f_1f_2\,y'=f_1f_2\frac{\Delta'}{2\sigma},\qquad f_2'=-f_1'.$$

The levels lie at $\mp\Delta/2$ from $\mu$, so

$$\sigma S'=2\left[-\frac\Delta2 f_1'+\frac\Delta2(-f_1')\right]=-2\Delta f_1'=-\frac{\Delta\Delta'}{\sigma}f_1f_2 .$$

Half of this is $-y\Delta' f_1f_2$. The product of occupations is

$$f_1f_2=\frac{1}{(1+e^{-y})(1+e^{y})}=\frac1{2+2\cosh y}=\frac1{4\cosh^2(y/2)},$$

which leads to

$$\mathcal F-(-E_0')=\frac\sigma2S'=-\frac{\Delta'}{4}\,\frac{y}{\cosh^2(y/2)} .$$

If the gap is closing along the path, $\Delta'<0$, entropy is growing and the difference is positive: the smeared force resists the climb less than the slope of $E_0$ does.

There are two limits. For $\Delta\gg\sigma$, $\cosh^2(y/2)\to e^y/4$ and the difference tends to $-\Delta' y\,e^{-y}$, which is exponentially small. For $\Delta\ll\sigma$ it tends to $-\Delta' y/4$, which is also small, because the entropy is near its maximum and therefore flat. In between there is a peak. Setting the derivative of $y/\cosh^2(y/2)$ to zero gives

$$y\tanh(y/2)=1,\qquad y=1.543,\qquad \left|\tfrac{\sigma}{2}S'\right|_{\max}=0.224\,|\Delta'| .$$

The peak at given $|\Delta'|$ does not contain $\sigma$. At a fixed point with a finite gap, reducing $\sigma$ does make the difference vanish. But on a path that passes through gaps near $3.1\,\sigma$, smaller smearing moves the peak to smaller gaps and narrows it, while its height changes only as far as $|\Delta'|$ is different there. Once $3.1\,\sigma$ lies below the smallest gap on the path, the peak is no longer reached. Near an avoided crossing $|\Delta'|$ goes to zero, so the height starts to fall before that: on the path introduced below, with a smallest gap of 0.1 eV, the largest difference is 1.98, 1.80, 1.50 and 1.07 eV/nm at $\sigma=0.1$, 0.05, 0.035 and 0.025 eV.

**Q:** Give me numbers for something like my hop.

**A:** I take round values: hop length $L=0.25$ nm, $d=D\cos(\pi x/L)$ with $D=0.8$ eV, $t=0.05$ eV, $V=B\sin^2(\pi x/L)$ with $B=0.5$ eV, $\sigma=0.1$ eV and $N=2$. The two levels exchange character at the saddle, $x=L/2$.

At the start the gap is $\sqrt{0.8^2+0.1^2}=0.806$ eV, the lower level has $f_1=0.983$, and $S=0.352$. At the saddle the gap is $2t=0.1$ eV, so $y=0.5$, $f_1=0.622$ and $S=2.651$. The saddle energies follow from $E=-\Delta(f_1-f_2)+V$:

$$E=-0.1\times0.245+0.5=0.4755\ \text{eV},\qquad F=0.4755-0.1\times2.651=0.210\ \text{eV},$$

and $E_0$, halfway between them, is 0.343 eV. The same steps at the start give $E=-0.778$, $F=-0.813$ and $E_0=-0.796$ eV. The barriers are therefore

- $F$: 1.024 eV
- $E_0$: 1.139 eV
- $E$: 1.254 eV
- $E(0)$: 1.206 eV

Integrating $-\mathcal F$ from the start to the saddle gives 1.024 eV, the barrier of $F$. The gap to the $E_0$ barrier is the entropy term,

$$\frac\sigma2\left(S_{\rm saddle}-S_{\rm start}\right)=0.05\times(2.651-0.352)=0.115\ \text{eV}.$$

At 1000 K, where $k_BT=0.0862$ eV, mistaking one barrier for the other changes the rate by $e^{0.115/0.0862}=3.8$, with the prefactor held fixed.

The force mismatch is largest near $x=0.096$ nm. There $\Delta=0.302$ eV, $y=1.51$ and $\Delta'=-8.86$ eV/nm, so the closed form gives

$$\frac{8.86}{4}\times\frac{1.51}{\cosh^2(0.755)}=1.98\ \text{eV/nm}.$$

The force is $-9.84$ eV/nm and $-E_0'$ is $-11.83$ eV/nm, a difference of 17% of the latter. This is not exactly at $y=1.543$, because that value maximizes the difference at fixed $|\Delta'|$, while here $|\Delta'|$ also changes along the path.

**Q:** Your list troubles me. $E_0$ is supposed to be the good estimate of zero smearing, yet its barrier is 0.068 eV below $E(0)$, while plain $E$ is only 0.047 eV above. Why does anyone extrapolate?

**A:** Because the extrapolation is made for a continuous spectrum, and an isolated pair does not have one. At $\Delta=0$ the pair has $f_1=f_2=1/2$, $S=4\ln2$ and band energy zero, so $E_0-E(0)=-2\sigma\ln2$. This is linear in $\sigma$, and no cancellation of $\sigma^2$ terms can repair it. The smaller error of $E$ in the barrier comes from subtraction: $E$ is too high by 0.028 eV at the start and by 0.076 eV at the saddle, and these partly cancel. $E_0$ is too high by 0.011 eV at the start but too low by 0.057 eV at the saddle, and these add.

The approach to zero smearing is not even monotonic. At $\sigma=0.05$ eV the $E_0$ barrier is 1.202 eV, below $E(0)$; at 0.025 eV it is 1.212 eV, above it.

**Q:** Then perhaps your result is also an artefact of the isolated pair. Show me a case where the extrapolation works.

**A:** Take many pairs. A uniform half-filled chain has levels $-W\cos ka$. The states $k$ and $k+\pi/a$ form a pair $\pm u$, with $u=W\sin(\pi s/2)$ and $s$ uniform between 0 and 1. By symmetry $\mu=0$. One pair has

$$E=-2u\,[1-2f(u)]=-2u+4u f(u),\qquad f(u)=\frac1{e^{u/\sigma}+1}.$$

The first term averages to $E(0)=-4W/\pi$ per pair. For $\sigma\ll W$ the second needs only small $u$, where $ds=2\,du/(\pi W)$ with corrections of relative order $u^2/W^2$:

$$E-E(0)\simeq\frac{8}{\pi W}\int_0^\infty\frac{u\,du}{e^{u/\sigma}+1}=\frac{8}{\pi W}\,\frac{\pi^2\sigma^2}{12}=c\,\sigma^2,\qquad c=\frac{2\pi}{3W}.$$

To get $F$, use the stationarity of $F$ again. When $\sigma$ changes at fixed $x$ and $N$, only the explicit factor in $-\sigma S$ counts, so $\partial F/\partial\sigma=-S$ and $E=F-\sigma\,\partial F/\partial\sigma$. $F$ has no term linear in $\sigma$, because in this spectrum $S\to0$ as $\sigma\to0$. A term $a\sigma^2$ in $F$ becomes $a\sigma^2-2a\sigma^2=-a\sigma^2$ in $E$. Hence $a=-c$:

$$F=E(0)-c\sigma^2+O(\sigma^4),\qquad E=E(0)+c\sigma^2+O(\sigma^4),\qquad E_0=E(0)+O(\sigma^4).$$

For $W=2$ eV and $\sigma=0.1$ eV, $c\sigma^2=0.0105$ eV. The computed errors are $+0.0106$ eV for $E$, $-0.0105$ eV for $F$ and $+0.00003$ eV for $E_0$. Here the extrapolation does its work.

Now let the atomic motion change $W$, and use $W$ as the coordinate. The force is

$$-\frac{\partial F}{\partial W}=-\frac{dE(0)}{dW}-\frac{2\pi}{3}\frac{\sigma^2}{W^2}=\frac4\pi-0.0052 .$$

The full calculation gives an error of $-0.0053$, about 0.4% of $4/\pi$. The slope of $E_0$ has an error of only $0.00005$. So in this spectrum the energy you quote has an error of order $\sigma^4$ only, while the force you relax with is wrong, as a zero-smearing force, at order $\sigma^2$. The extrapolation improves the energy and leaves the force as it was.

**Q:** So where do my relaxed structures end up?

**A:** At stationary points of $F$. On the symmetric path this makes no difference, because at $x=0$ and $x=L/2$ symmetry makes every one of these energies stationary. If I tilt the path by adding 1 eV/nm times $x$ to the background, the saddles separate. The force vanishes at 0.1275 nm, the saddle of $F$; $E_0$ has its maximum at 0.1269 nm. At that maximum a force of $-0.23$ eV/nm remains, so a relaxation would not stop there.

The cost in energy is small. Over the separation of 0.00056 nm the force falls roughly linearly to zero, so $F$ changes by about $\tfrac12\times0.23\times0.00056\approx6\times10^{-5}$ eV. In this example the geometry is hardly harmed. The harm comes from mixing the surfaces, for instance by integrating forces and calling the result an $E_0$ barrier.

**Q:** What should I do with my interpolation, then?

**A:** Use $F$ for the energies wherever the forces serve as slopes. The same holds for an optimizer that compares energies and forces in one line search. If you want the $E_0$ barrier, evaluate $E_0$ at the start and at the saddle, or add $(\sigma/2)\Delta S$ between these two points to the integral of $-\mathcal F$. If you need forces that belong to $E_0$, subtract the entropy slope:

$$-E_0'=\mathcal F-\frac\sigma2S',$$

with $S'$ from differences of the entropy at neighbouring geometries. Reducing $\sigma$ far enough also brings the barriers together: in the model, $E_0$ minus $F$ falls from 0.115 eV at $\sigma=0.1$ eV to 0.018 eV at 0.025 eV. The trend is not monotonic: the difference is largest, about 0.13 eV, near $\sigma=0.15$ to 0.2 eV, and is smaller again at larger widths. In a metal the sampling of wave vectors must then be converged again for the smaller width.

**Q:** Is the $F$ barrier then just an error to be corrected?

**A:** That depends on what $\sigma$ stands for. If it is a numerical device, the entropy belongs to no physical temperature, and a result near $E(0)$ is the aim. If $\sigma=k_BT$ and the electrons stay in equilibrium while the atom moves, $F$ is the electronic free energy that governs the hop, and the forces are the right ones as they stand. In the model at 1000 K this barrier is 1.056 eV, against 1.206 eV for $E(0)$. This value holds for a pair that exchanges electrons with a reservoir, as in a metal, with $N=2$ on average; a closed pair holding exactly two electrons has a canonical barrier of 1.133 eV. Extrapolating would then discard part of a real thermal effect.

**Q:** Would a real metal show a discrepancy of 0.115 eV?

**A:** I would not expect it from this mechanism at these settings. The hop length and a barrier of order 1 eV are in the rough regime of a vacancy hop in nickel, and 0.1 eV is the smearing you use. A sharp, isolated pair of levels at the Fermi energy is not typical: in nickel the local orbitals mix with the bands of the host. To size this, I spread each level into a Lorentzian of half-width 0.3 eV, a rough choice, and averaged the level entropy over it at fixed $\mu$. The host density of states was taken as flat, so that exchanging electrons with the host leaves the host's entropy unchanged. The difference between the $E_0$ and $F$ barriers drops from 0.115 to 0.024 eV, and the rate factor at 1000 K from 3.8 to 1.3. With the Fermi level also moved by 0.2 eV from the centre of the pair, the difference is 0.014 eV. The result depends on the width chosen: without the offset, a half-width of 0.1 eV gives 0.065 eV and one of 0.5 eV gives 0.011 eV. The real density of states of nickel is not flat either. With a model host whose density of states drops eightfold 0.05 to 0.3 eV above the Fermi level, the difference ranges from about $-0.04$ to $+0.05$ eV depending on where the pair lies, so even its sign can change. These are sizes and not predictions.

Repulsion between the electrons also lowers the difference. Without broadening, a mean-field $U$ of 0.2 eV brings it to 0.076 eV, and a larger $U$ lowers it further, because the repulsion evens out the site occupations and so narrows the gap at the start. Nuclear tunnelling, from the curvature of $F$ at the saddle and the mass of nickel, multiplies the rate by 1.002 in the Wigner estimate. The Landau-Zener chance that a given electron fails to follow the avoided crossing is about 0.2% at a constant speed equal to the thermal speed $\sqrt{k_BT/m}$, with $m$ the mass of the atom; if the atom has this speed at the saddle and its speed varies as it crosses the barrier of $F$, the chance is about 0.1%. It rises steeply with speed, and averaged over the atoms that cross at 1000 K it is about 2%. For your own system the entropies at the start and at the saddle settle the matter: $(\sigma/2)\Delta S$ is the difference between the two barriers, whatever the spectrum, provided both are evaluated at the same two geometries. The numerical output below gives the values in more detail.

## Computed values

```
Hop length 0.25 nm, level split D 0.8 eV, coupling t 0.05 eV
Background barrier 0.5 eV, smearing sigma 0.1 eV, N = 2
Temperature of use 1000 K, kT = 0.08617 eV
start: gap 0.80623 eV, lower f 0.98256, S 0.35168
  E -0.77810, F -0.81327, E0 -0.79568, E(0) -0.80623 eV
saddle: gap 0.10000 eV, lower f 0.62246, S 2.65139
  E 0.47551, F 0.21037, E0 0.34294, E(0) 0.40000 eV
Barrier of F  1.02363 eV
Work of the force to the saddle 1.02363 eV
Barrier of E0 1.13862 eV
Barrier of E  1.25361 eV
Barrier of E(0), true zero smearing 1.20623 eV
Barrier E0 minus F 0.11499 eV
Rate factor exp(difference/kT) 3.798
sigma 0.200 eV: barriers F, E0, E = 0.84554, 0.97487, 1.10420 eV
sigma 0.100 eV: barriers F, E0, E = 1.02363, 1.13862, 1.25361 eV
sigma 0.050 eV: barriers F, E0, E = 1.14364, 1.20157, 1.25951 eV
sigma 0.025 eV: barriers F, E0, E = 1.19353, 1.21180, 1.23007 eV
Largest force mismatch on path grid at x = 0.096 nm
  gap 0.30216 eV, gap slope -8.8636 eV/nm, y 1.5108
  Hellmann-Feynman force -9.8428 eV/nm
  -dE0/dx -11.8263 eV/nm
  -dE(0)/dx -13.0483 eV/nm
  force minus (-dE0/dx) 1.9835 eV/nm
Universal peak: y = 1.54340, mismatch/|gap slope| = 0.22387
Tilted path, tilt 1.0 eV/nm: zero force at 0.127470 nm
  saddle of F 0.127470 nm, saddle of E0 0.126910 nm
  force left at saddle of E0 -0.2262 eV/nm
Chain: half-width 2.0 eV, E(0) -2.546479 eV per pair
  errors at sigma 0.1 eV: E 1.057e-02, F -1.050e-02, E0 3.172e-05 eV
  observed orders in sigma, E, F, E0: 2.002, 2.001, 4.008
  force error -5.283e-03, leading formula -5.236e-03 (eV/eV)
  error of -dE0/dW 4.937e-05 (eV/eV)
Neglected effects (E0 minus F barrier where an energy gap is given):
  host broadening, half-width 0.3 eV: 0.02406 eV
  same with Fermi level offset 0.2 eV: 0.01399 eV
  rate factor with broadening, no offset 1.322
  mean-field repulsion U 0.2 eV: 0.07587 eV
  F barrier at sigma = kT: 1.05619 eV
  nickel mass 58.69 u, barrier quantum 16.99 meV
  Wigner tunnelling factor 1.00162
  thermal speed 376.4 m/s, Landau-Zener jump chance 1.82e-03
```
